# Long-Wavelength Plasmon Dispersion from Lindhard Response, part 1

(Sections cited here and not found follow in the second part.)

## I. From one electron to the dielectric function

**The form of the answer.** Let a uniform electron gas have number density $n$, electron mass $m$ and Fermi velocity $v_F$. At zero wavevector its collective oscillation has the plasma frequency $\omega_p$. We ask how the frequency $\omega$ changes when the oscillation has a small wavevector $\mathbf q$.

The gas has no preferred direction, so $\omega^2$ can depend on the magnitude $q$ alone. If $\omega^2$ is a smooth function of the vector $\mathbf q$, its expansion then has no term linear in $q$, and

$$
\omega^2(q)=\omega_p^2+Cq^2+O(q^4). \tag{1}
$$

The coefficient $C$ has the dimension of a squared velocity. Dimensions alone do not fix it, because the problem offers two such quantities, $v_F^2$ and $\hbar\omega_p/m$. The second would come from quantum recoil: an electron that takes up momentum $\hbar\mathbf q$ has the recoil frequency

$$
a=\frac{\hbar q^2}{2m}. \tag{2}
$$

A term $\omega_p a$ in $\omega^2$ would be of order $q^2$. A symmetry excludes it. An electron can take momentum $\hbar\mathbf q$ from the wave or give it back, and the two processes enter the response with opposite signs of $a$. Equation (16) will show that, for a given distribution of velocities, the response depends on $a^2$ alone. Recoil therefore first appears at order $q^4$. At order $q^2$ the quantities left are $\omega_p$, $v_F$ and $q$, so that

$$
C=\beta v_F^2 , \tag{3}
$$

with $\beta$ a pure number. The rest of the derivation proves the symmetry and finds $\beta=3/5$.

**Assumptions.** The electrons are non-relativistic and unpolarized, at zero temperature, and move against a rigid, uniform, neutralizing background. They respond as independent particles to the sum of the applied potential and the average electrostatic potential of their own density change. This is the random-phase approximation. It leaves out exchange and correlation in the response, and the model has no band gap and no collisions. We use SI units, with $e>0$ the elementary charge, so an electron carries charge $-e$.

**One electron in a travelling potential.** Let the potential energy of an electron be

$$
U(\mathbf r,t)=U_0e^{\eta t}\left[e^{i(\mathbf q\cdot\mathbf r-\omega t)}+e^{-i(\mathbf q\cdot\mathbf r-\omega t)}\right], \tag{4}
$$

where $U_0$ is real and small. The small positive rate $\eta$ switches the potential on slowly from the distant past and selects the response that follows its cause.

Before the potential acts, the electron is in the plane wave $e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega$, in a volume $\Omega$, with energy $E_{\mathbf k}=\hbar^2k^2/2m$. The first term of (4) couples $\mathbf k$ to $\mathbf k+\mathbf q$, and the second couples it to $\mathbf k-\mathbf q$. To first order in $U_0$ these are the only states that are reached. We write

$$
\psi=\frac{1}{\sqrt\Omega}\left[c_0e^{i\mathbf k\cdot\mathbf r}+c_+e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}+c_-e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}\right], \tag{5}
$$

with $c_0=e^{-iE_{\mathbf k}t/\hbar}$, since changes of $c_0$ are of second order. The Schrödinger equation gives

$$
\begin{aligned}
i\hbar\dot c_+&=E_{\mathbf k+\mathbf q}c_++U_0e^{\eta t-i\omega t}c_0,\\
i\hbar\dot c_-&=E_{\mathbf k-\mathbf q}c_-+U_0e^{\eta t+i\omega t}c_0 .
\end{aligned} \tag{6}
$$

Both amplitudes vanish in the distant past, so each follows its driving term:

$$
c_+=A\,e^{\eta t-i\omega t}c_0,\qquad c_-=B\,e^{\eta t+i\omega t}c_0 .
$$

For $c_+$, the operation $i\hbar\,d/dt$ multiplies by $i\hbar\eta+\hbar\omega+E_{\mathbf k}$. For $c_-$ it multiplies by $i\hbar\eta-\hbar\omega+E_{\mathbf k}$. Equation (6) then becomes algebraic, with the solution

$$
\begin{aligned}
A&=\frac{U_0}{\hbar\omega+i\hbar\eta+E_{\mathbf k}-E_{\mathbf k+\mathbf q}},\\
B&=\frac{U_0}{-\hbar\omega+i\hbar\eta+E_{\mathbf k}-E_{\mathbf k-\mathbf q}} .
\end{aligned} \tag{7}
$$

In the density $|\psi|^2$, the part that varies as $e^{i\mathbf q\cdot\mathbf r}$ comes from two products, $c_+c_0^*$ and $c_0c_-^*$. Since $|c_0|^2=1$, its coefficient is $(A+B^*)e^{\eta t-i\omega t}/\Omega$. Complex conjugation changes the sign of $i\hbar\eta$ in $B$. Taking a factor $-1$ out of the denominator then gives

$$
\frac{A+B^*}{U_0}=\frac{1}{\hbar\omega+i\hbar\eta+E_{\mathbf k}-E_{\mathbf k+\mathbf q}}
-\frac{1}{\hbar\omega+i\hbar\eta+E_{\mathbf k-\mathbf q}-E_{\mathbf k}} . \tag{8}
$$

Because of the relative minus sign the two terms cancel as $q\to0$: a uniform potential causes no density change. Equation (8) was tested by integrating the Schrödinger equation in time, in units with $\hbar=m=1$, for a wavevector 0.3 along the direction of $q=0.5$, with $\omega=2$, $\eta=0.1$ and $U_0=10^{-4}$. Five plane waves were kept. The computed response differed from (8) by $1.5\times10^{-6}$, relative to (8).

**The filled Fermi sphere.** Let $f_{\mathbf k}$ be 1 for $k<k_F$ and 0 otherwise. The density of independent electrons is the sum of the densities of their orbitals, and each orbital evolves by its own Schrödinger equation. We define $\chi_0$ as the amplitude of the density change divided by the amplitude of the potential energy, $\delta n_q=\chi_0U_q$. With two spin states per wavevector and a large volume,

$$
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac{1}{\hbar\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}}-\frac{1}{\hbar\omega+E_{\mathbf k-\mathbf q}-E_{\mathbf k}}\right]. \tag{9}
$$

Here $\omega$ stands for $\omega+i\eta$ with $\eta\to0^+$. In the second term we rename the integration variable, $\mathbf k\to\mathbf k+\mathbf q$. The integral runs over all of $\mathbf k$ space, so its value is unchanged, and the two denominators become equal:

$$
\chi_0(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\hbar\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}} . \tag{10}
$$

This is the Lindhard response function. The numerator vanishes when both states are filled, which is how the Pauli principle appears in a calculation that followed each orbital separately.

**The electrons' own field.** A density change $\delta n$ carries the charge density $-e\,\delta n$. Poisson's equation for its electrostatic potential $\phi$ is $\nabla^2\phi=e\,\delta n/\varepsilon_0$. For a plane wave $\nabla^2$ becomes $-q^2$, so $\phi_q=-e\,\delta n_q/(\varepsilon_0q^2)$. The potential energy of an electron in this field is $-e\phi_q$, which is positive where electrons have accumulated. The total potential energy is therefore

$$
U_q=U_q^{\rm ext}+\frac{e^2}{\varepsilon_0q^2}\,\delta n_q . \tag{11}
$$

In the random-phase approximation the electrons respond to this total, $\delta n_q=\chi_0U_q$. Solving (11) for $U_q$ gives

$$
U_q=\frac{U_q^{\rm ext}}{\varepsilon},\qquad
\varepsilon(q,\omega)=1-\frac{e^2}{\varepsilon_0q^2}\chi_0(q,\omega). \tag{12}
$$

A free oscillation has $U_q\neq0$ while $U_q^{\rm ext}=0$. By (12) this requires

$$
\varepsilon(q,\omega)=0 . \tag{13}
$$

**The response as an average over velocities.** For the expansion in $q$ the form (9) is more useful than (10), because its integral covers the Fermi sphere alone. With the velocity $\mathbf v=\hbar\mathbf k/m$ and the recoil frequency (2),

$$
E_{\mathbf k}-E_{\mathbf k+\mathbf q}=-\hbar(\mathbf q\cdot\mathbf v+a),\qquad
E_{\mathbf k-\mathbf q}-E_{\mathbf k}=-\hbar(\mathbf q\cdot\mathbf v-a). \tag{14}
$$

The bracket in (9) becomes

$$
\frac1\hbar\left[\frac{1}{\omega-\mathbf q\cdot\mathbf v-a}-\frac{1}{\omega-\mathbf q\cdot\mathbf v+a}\right]
=\frac{2a/\hbar}{(\omega-\mathbf q\cdot\mathbf v)^2-a^2}, \tag{15}
$$

and $2a/\hbar=q^2/m$. The number density is $n=2\int d^3k\,f_{\mathbf k}/(2\pi)^3=k_F^3/3\pi^2$. Let $\langle\cdots\rangle$ be the average over the filled sphere. Then $\chi_0$ is $nq^2/m$ times the average of the remaining fraction. Inserting this in (12), where $q^2$ cancels, gives

$$
\varepsilon=1-\omega_p^2\left\langle\frac{1}{(\omega-\mathbf q\cdot\mathbf v)^2-a^2}\right\rangle,\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0m}. \tag{16}
$$

The recoil enters as $a^2$, as the argument before (3) required. At $q=0$ the average is $1/\omega^2$ and $\varepsilon=1-\omega_p^2/\omega^2$. All electrons then move together, and their velocities before the oscillation do not matter.

Equations (10) and (16) were compared numerically by separate quadratures at $q=0.3k_F$ and $\omega=1.2\,\omega_p$, for the density used in the example below. The two values of $\varepsilon$ agreed to within $10^{-9}$.

**Where the response is real.** A denominator in (10) vanishes when $\hbar\omega=E_{\mathbf k+\mathbf q}-E_{\mathbf k}$. If the first state is filled and the second is empty, the wave can lift an electron from one to the other and lose energy. By (14) this needs $\omega=\mathbf q\cdot\mathbf v+a$. The largest such frequency belongs to an electron at the Fermi surface that moves along $\mathbf q$. Its final wavevector is $k_F+q$, which is empty, so the transition is allowed. The continuum of electron-hole pairs thus ends at

$$
\omega_{\rm edge}(q)=qv_F+\frac{\hbar q^2}{2m}. \tag{17}
$$

For $\omega>\omega_{\rm edge}$ both denominators in (15) are positive for every filled state. There $\varepsilon$ is real, and an oscillation is undamped within this model.

**One zero above the continuum.** We still need to know that (13) has a solution in this region. Write $s=\mathbf q\cdot\mathbf v$. For $\omega>\omega_{\rm edge}$ the function

$$
g(s)=\frac{1}{(\omega-s-a)(\omega-s+a)}
$$

is a product of two positive, increasing, convex functions of $s$, and is therefore convex. The sphere contains $\mathbf v$ and $-\mathbf v$ with equal weight, so we may average $g(s)$ with $g(-s)$. Convexity gives $[g(s)+g(-s)]/2\ge g(0)=1/(\omega^2-a^2)\ge1/\omega^2$, and hence

$$
\varepsilon(q,\omega)\le1-\frac{\omega_p^2}{\omega^2}. \tag{18}
$$

If $\omega_{\rm edge}<\omega_p$, which holds for small enough $q$, (18) makes $\varepsilon$ negative just above the edge. As $\omega$ grows, $g(s)$ falls for every $s$, so $\varepsilon$ rises steadily towards 1. It crosses zero once. This zero is the plasmon. By (18) it lies at $\omega\ge\omega_p$, so in this model the frequency cannot fall below its value at $q=0$. The sign of $\beta$ in (3) is thus not negative, before any integral has been done.

## II. The coefficient three fifths and its use for a resist

**What is taken over.** The gas has density $n=k_F^3/3\pi^2$, Fermi velocity $v_F=\hbar k_F/m$, Fermi energy $E_F=mv_F^2/2$ and plasma frequency $\omega_p$, with $\omega_p^2=ne^2/\varepsilon_0m$. The recoil frequency is $a=\hbar q^2/2m$. The plasmon is the zero of the dielectric function (16), in which the average runs over the filled Fermi sphere. For small $q$ it lies at $\omega\ge\omega_p$, above the pair continuum that ends at $\omega_{\rm edge}=qv_F+a$.

**Expansion of the response.** Let $x$ be the direction of $\mathbf q$, so that $\mathbf q\cdot\mathbf v=qv_x$. Above the continuum $q|v_x|+a<\omega$, and the fraction in (16) can be expanded in powers of $qv_x/\omega$ and $a/\omega$. Expanding first in $a^2$,

$$
\frac{1}{(\omega-qv_x)^2-a^2}=\frac{1}{(\omega-qv_x)^2}+\frac{a^2}{(\omega-qv_x)^4}+\dots \tag{19}
$$

Since $a^2$ is already of order $q^4$, the second term may be replaced by $a^2/\omega^4$. In the first term we use $(1-y)^{-2}=1+2y+3y^2+4y^3+5y^4+\dots$ with $y=qv_x/\omega$. The terms odd in $v_x$ average to zero because the sphere is symmetric. What remains is

$$
\varepsilon=1-\frac{\omega_p^2}{\omega^2}\left[1+\frac{3q^2\langle v_x^2\rangle}{\omega^2}+\frac{5q^4\langle v_x^4\rangle}{\omega^4}+\frac{a^2}{\omega^2}+O(q^6)\right]. \tag{20}
$$

**The velocity moments.** The fraction of electrons with speed between $v$ and $v+dv$ is $3v^2dv/v_F^3$. Therefore

$$
\langle v^p\rangle=\frac{3}{v_F^3}\int_0^{v_F}v^{p+2}dv=\frac{3}{p+3}\,v_F^p . \tag{21}
$$

With $v_x=v\cos\theta$ and $\cos\theta$ uniformly distributed between $-1$ and $1$, the angular averages are $\langle\cos^2\theta\rangle=1/3$ and $\langle\cos^4\theta\rangle=1/5$. Hence

$$
\langle v_x^2\rangle=\frac35\cdot\frac13v_F^2=\frac{v_F^2}{5},\qquad
\langle v_x^4\rangle=\frac37\cdot\frac15v_F^4=\frac{3v_F^4}{35}. \tag{22}
$$

We now have the dielectric function expanded for small $q$ and the velocity moments that enter it. It remains to set $\varepsilon=0$, which gives the plasmon frequency and the number $\beta$, and to apply the result to an electron gas at the density of a resist.
